# Ladder Cancellation of the Anomalous Hall Conductivity in a Rashba Ferromagnet

## First half: the clean Hall conductivity and its sources

Whoever computes the anomalous Hall conductivity of a magnetic layer from its bands must decide whether the interband, or Berry-curvature, integral can be reported as the answer, or whether scattering has to be treated as well. That integral contains no scattering rate, so it seems safe to leave scattering out when disorder is weak. For a two-dimensional electron gas with Rashba coupling and perpendicular magnetization the choice decides the result. When both spin-split subbands are occupied and the disorder is short-ranged and does not act on spin, the vertex corrections of the ladder approximation are as large as the interband integral and have the opposite sign.

The statement has a definite scope. It holds to zeroth order in the disorder strength, for a parabolic band with linear Rashba coupling, and within the non-crossing approximation, in which impurity lines may be nested or stacked as a ladder but may not cross. Diagrams in which two impurity lines cross are also of zeroth order. They are not part of the cancellation, and the second half evaluates them separately.

I set $\hbar=e=1$, so conductivities are in units of $e^2/\hbar$, and the electron has charge $-1$. The Hamiltonian is

$$H=\frac{k^2}{2m}+\alpha(k_y\sigma_x-k_x\sigma_y)+M\sigma_z+V(\mathbf r),\qquad \langle V(\mathbf r)V(\mathbf r')\rangle=W\delta(\mathbf r-\mathbf r'),$$

where $V$ is Gaussian with zero mean and does not act on spin, and $M>0$. Without $V$ the spin feels the field $\mathbf h=(\alpha k_y,-\alpha k_x,M)$ of length $\lambda=\sqrt{M^2+\alpha^2k^2}$, and the subbands are $E_s=k^2/2m+s\lambda$ with $s=\pm1$. The velocity $\mathbf v=\partial H/\partial\mathbf k$ is

$$v_x=\frac{k_x}{m}-\alpha\sigma_y,\qquad v_y=\frac{k_y}{m}+\alpha\sigma_x,\qquad [v_x,v_y]=-\alpha^2[\sigma_y,\sigma_x]=2i\alpha^2\sigma_z .$$

The spin-dependent part is called the anomalous velocity.

The Fermi circles obey relations on which the whole cancellation rests. Inserting $k^2=(\lambda^2-M^2)/\alpha^2$ into $E=k^2/2m+s\lambda$ gives $\lambda^2+2sm\alpha^2\lambda-M^2-2m\alpha^2E=0$, whose positive root is

$$\lambda_s=D-sm\alpha^2,\qquad D=\sqrt{m^2\alpha^4+M^2+2m\alpha^2E}.$$

The upper subband has a circle if $\lambda_+>M$, that is, if $D^2>(M+m\alpha^2)^2$, which reduces to $E>M$. In that range each subband has one circle. It follows that

$$\lambda_+\lambda_-=D^2-m^2\alpha^4=M^2+2m\alpha^2E,\qquad k_-^2-k_+^2=\frac{\lambda_-^2-\lambda_+^2}{\alpha^2}=\frac{(2D)(2m\alpha^2)}{\alpha^2}=4mD .$$

The slope on a circle is $dE_s/dk^2=1/2m+s\alpha^2/2\lambda_s=(\lambda_s+sm\alpha^2)/(2m\lambda_s)=D/(2m\lambda_s)$. The density of states per area, $\nu_s=(1/4\pi)\,dk^2/dE$, is therefore

$$\nu_s=\frac{m\lambda_s}{2\pi D},\qquad \sum_s\nu_s=\frac m\pi,\qquad \sum_s\frac{s\,\nu_s}{\lambda_s}=0 .$$

The last sum vanishes because $\nu_s/\lambda_s$ is the same on both circles.

The conductivity follows from linear response. A field $E_y$ adds the potential energy $E_y\,y$, switched on as $e^{\eta t}$. Let $n,m$ label the one-electron states of the full $H$, disorder included, with occupations $f_n$. The equation $i\dot\rho=[H+E_yy,\rho]$ gives, to first order, $i\eta\rho_{mn}=(E_m-E_n)\rho_{mn}+E_y\,y_{mn}(f_n-f_m)$. Since $\mathbf v=i[H,\mathbf r]$, we have $y_{mn}=v^y_{mn}/[i(E_m-E_n)]$. With $j_x=-\mathrm{Tr}\,v_x\rho$ per unit area and $\omega=E_n-E_m$,

$$\sigma_{xy}=-i\sum_{nm}(f_n-f_m)\frac{v^x_{nm}v^y_{mn}}{\omega(\omega+i\eta)} .$$

In the clean system the Hall response comes from pairs of states at the same $\mathbf k$ in different subbands, so $\omega\neq0$ and $\eta$ can be dropped. Exchanging $n$ and $m$ turns $v^x_{nm}v^y_{mn}$ into its complex conjugate and reverses $f_n-f_m$, so the imaginary part alone contributes:

$$\sigma_{\rm int}=2\sum_{n\ne m}f_n\frac{\mathrm{Im}\,(v^x_{nm}v^y_{mn})}{(E_n-E_m)^2}.$$

For subband $s$ the projector on the other subband is $1-P_s$. The $P_s$ terms are products of real expectation values and drop out of the imaginary part, so $\mathrm{Im}(v^x_{nm}v^y_{mn})=\langle[v_x,v_y]\rangle_s/2i=\alpha^2\langle\sigma_z\rangle_s=s\alpha^2M/\lambda$. The energy denominator is $4\lambda^2$. Where both subbands are filled the contributions cancel. The shell $k_+<k<k_-$, where the lower one alone is filled, remains. With $k\,dk=\lambda\,d\lambda/\alpha^2$,

$$\sigma_{\rm int}=-\frac{\alpha^2M}{2}\int_{k_+}^{k_-}\frac{k\,dk}{2\pi}\frac1{\lambda^3}=-\frac{M}{4\pi}\left(\frac1{\lambda_+}-\frac1{\lambda_-}\right)=-\frac{m\alpha^2M}{2\pi(M^2+2m\alpha^2E_F)} .$$

This is the number that a clean band calculation reports. It vanishes without Rashba coupling or without exchange, and it changes sign with $M$. For $m=1$, $\alpha=0.5$, $M=0.4$ and $E_F=1$ in Hartree atomic units, $D=0.85$, $\lambda_+=0.60$ and $\lambda_-=1.10$, so $\sigma_{\rm int}=-0.25\times0.4/(0.66)=-0.152$ in units of $e^2/h$, which is $1/2\pi$ of $e^2/\hbar$.

To include scattering, the same response is written with Green functions $G^{R,A}(E)=(E-H\pm i\eta)^{-1}$. In the limit of infinite area the averaged product of matrix elements is a smooth function of $\omega$. The factor $1/[\omega(\omega+i\eta)]$ may then be replaced by $1/(\omega+i\eta)^2$. The difference is $i\eta/[\omega(\omega+i\eta)^2]$. Since $(f_n-f_m)/\omega$ is smooth after summation over states, the difference leaves an integral of the form $\eta\int\phi(\omega)\,d\omega/(\omega+i\eta)^2=\eta\int\phi'(\omega)\,d\omega/(\omega+i\eta)$, which vanishes with $\eta$.

In the $f_n$ term set $E=E_n$, so that $1/(\omega+i\eta)^2$ is the element $m$ of $-dG^R/dE$. In the $f_m$ term set $E=E_m$, which gives the element $n$ of $-dG^A/dE$. With a prime for $d/dE$ and traces taken per unit area,

$$\sigma_{xy}=i\int dE\,f\,\mathrm{Tr}\left[v_xG^{R\prime}v_y\,\delta(E-H)-v_x\,\delta(E-H)\,v_yG^{A\prime}\right].$$

Now insert $\delta(E-H)=(i/2\pi)(G^R-G^A)$. The two terms that mix $R$ and $A$ combine into $(1/2\pi)\int dE\,f\,\frac{d}{dE}\mathrm{Tr}[v_xG^Rv_yG^A]$. At zero temperature this is a Fermi-surface term,

$$\sigma^{\rm I}=\frac1{2\pi}\mathrm{Tr}\,[v_xG^Rv_yG^A]_{E_F}.$$

The terms with two retarded or two advanced functions remain. Rotational symmetry makes the averaged $\sigma_{xy}$ antisymmetric, so half the difference under $x\leftrightarrow y$ is all that counts. Using the cyclic trace, this part is

$$\sigma^{\rm II}=\frac1{4\pi}\int dE\,f\,(F^R-F^A),\qquad F=\mathrm{Tr}[v_xGv_yG'-v_xG'v_yG].$$

This sea term vanishes for $E_F>M$ in the clean system. With $a=z-k^2/2m$ and $\Delta=a^2-\lambda^2$, the Green function at complex energy $z$ is $G=(a+\mathbf h\cdot\boldsymbol\sigma)/\Delta$, and $G'=1/\Delta-2aG/\Delta$. The part of $G'$ proportional to $G$ cancels in $F$. What is left is $\mathrm{tr}(G[v_y,v_x])/\Delta=-2i\alpha^2\,\mathrm{tr}(G\sigma_z)/\Delta$, and $\mathrm{tr}(G\sigma_z)=2M/\Delta$. Hence

$$F=-4i\alpha^2M\,J(z),\quad J(z)=\int\frac{d^2k}{(2\pi)^2}\frac1{\Delta^2},\quad \sigma^{\rm II}=\frac{2\alpha^2M}{\pi}\int_{-\infty}^{E_F}dE\,\mathrm{Im}\,J(E+i0).$$

In the variable $x=k^2$, $\Delta$ is a quadratic polynomial with roots $k_+^2$ and $k_-^2$. For $E>M$ both subbands have $dE_s/dx>0$ there, so a small positive imaginary part of the energy moves both roots above the real axis, and a negative one moves both below. The difference of the two integrals is a closed contour around both double poles. The integrand falls as $x^{-4}$ and has no other singularity, so the residues add to zero and $\mathrm{Im}\,J=0$ for every $E>M$. Energies below $M$ do contribute individually. However, $J$ is analytic in the upper half plane and falls as $|z|^{-3}$, so its integral over the whole real energy axis vanishes. The integral up to $E_F$ is minus the integral from $E_F$ to infinity, which is zero. Thus $\sigma^{\rm II}=0$, and the surface term must carry all of $\sigma_{\rm int}$.

That can be verified directly, and the calculation shows which part of the velocity is responsible. To lowest order the disorder enters through the self-energy $\Sigma=W\int G$, where $\int$ stands for $\int d^2k/(2\pi)^2$. Its in-plane spin components vanish on angular averaging. With $P_s=\frac12(1+s\,\mathbf h\cdot\boldsymbol\sigma/\lambda)$, the imaginary part of $\Sigma^R$ is $-\pi W\sum_s\nu_s\frac12(1+sM\sigma_z/\lambda_s)$. The sums over $\nu_s$ found above give

$$\mathrm{Im}\,\Sigma^R=-\frac{mW}{2}\equiv-\gamma=-\frac1{2\tau},\qquad \frac1\tau=mW,$$

without a $\sigma_z$ component. The real parts shift the energy and the exchange. I absorb them in $E_F$ and $M$, which from here on denote the shifted values.

In the bubble $\mathrm{tr}[v_xG^Rv_yG^A]$ the product of the two ordinary velocities is proportional to $k_xk_y$ and averages to zero. The mixed products need $\mathrm{tr}[\sigma_xG^AG^R]\propto h_x\propto k_y$, multiplied by $k_x$, and the corresponding term with $h_y\propto k_x$, multiplied by $k_y$. They vanish too. Two anomalous velocities remain:

$$-\alpha^2\,\mathrm{tr}[\sigma_yG^R\sigma_xG^A]=-\frac{\alpha^2}{|\Delta|^2}\left[-2iM(a-a^*)+4h_xh_y\right]\;\to\;-\frac{4\alpha^2M\gamma}{|\Delta|^2},$$

because $a-a^*=2i\gamma$ and $h_xh_y$ averages to zero. For small $\gamma$ the function $\gamma/|\Delta|^2$ is concentrated on the Fermi circles, where one factor of $\Delta$ has magnitude $2\lambda_s$ and the other gives a Lorentzian. It tends to $\sum_s\pi\delta(E-E_s)/4\lambda_s^2$. With the prefactor $1/2\pi$,

$$\sigma^{\rm I}_{\rm bare}=-\frac{\alpha^2M}{2}\sum_s\frac{\nu_s}{\lambda_s^2}=-\frac{\alpha^2M}{2}\,\frac{m}{2\pi D}\,\frac{\lambda_++\lambda_-}{\lambda_+\lambda_-}=-\frac{m\alpha^2M}{2\pi\lambda_+\lambda_-}=\sigma_{\rm int}.$$

The clean Hall conductivity is therefore a property of the two Fermi circles, and it arises where the anomalous velocity stands at both ends of the bubble. Physically, a field along $y$ tilts the spins so that a density of $\sigma_y$ appears, which vanishes at $M=0$ and changes sign with $M$. Through the term $-\alpha\sigma_y$ in $v_x$ this spin density is a transverse current. A calculation that stops here has given the electrons a finite lifetime but has not followed where the scattered electrons go.

## Second half: the vertex correction, its limits and an example

The electron gas has $H=k^2/2m+\alpha(k_y\sigma_x-k_x\sigma_y)+M\sigma_z$ and delta-correlated disorder of strength $W$, with $\hbar=e=1$. On the Fermi circles the spin splitting is $2\lambda_s$, with $\lambda_\pm=D\mp m\alpha^2$ and $D^2=m^2\alpha^4+M^2+2m\alpha^2E$. The densities of states are $\nu_s=m\lambda_s/2\pi D$, and $k_-^2-k_+^2=4mD$. For $E_F>M$ the self-energy is $\mp i\gamma$ with $\gamma=1/2\tau=mW/2$, the sea term vanishes, and the surface bubble $(1/2\pi)\mathrm{Tr}[v_xG^Rv_yG^A]$ with bare velocities equals $\sigma_{\rm int}=-m\alpha^2M/(2\pi\lambda_+\lambda_-)$. Its nonvanishing part contains $-\alpha\sigma_y$ from $v_x$ and $\alpha\sigma_x$ from $v_y$.

Averaging the product $G^Rv_yG^A$ over disorder also correlates the two Green functions. In the ladder approximation an impurity line may join $G^R$ on one side of the vertex to $G^A$ on the other, any number of times. This replaces $v_y$ by $\Gamma_y$, where

$$\Gamma_y=v_y+W\int G^R\,\Gamma_y\,G^A .$$

An identity solves this equation. Since the self-energies are numbers, $(G^A)^{-1}-(G^R)^{-1}=\Sigma^R-\Sigma^A=-i/\tau$. Multiplying by $G^R$ from the left and $G^A$ from the right gives

$$G^RG^A=i\tau(G^R-G^A).$$

The ordinary velocity $k_y/m$ is a number in spin space and can be moved through $G^R$. With $G^R-G^A=-2\pi i\sum_s\delta(E-E_s)P_s$, and with the $k_y\sigma_x$ part of $P_s$ surviving the angular average,

$$W\!\int G^R\frac{k_y}{m}G^A=\frac{2\pi\tau W}{m}\sum_s\nu_s\,\frac{s\alpha}{2\lambda_s}\,\frac{k_s^2}{2}\,\sigma_x=\frac{\tau W\alpha}{4D}\,(k_+^2-k_-^2)\,\sigma_x=-\tau Wm\alpha\,\sigma_x=-\alpha\sigma_x .$$

The trial solution $\Gamma_y=k_y/m$ therefore reproduces itself, because the integral removes precisely the anomalous velocity in $v_y$:

$$\Gamma_y=\frac{k_y}{m}+\alpha\sigma_x-\alpha\sigma_x=\frac{k_y}{m}.$$

It is the unique solution. Two solutions would differ by a constant spin matrix $S$ obeying $S=W\int G^RSG^A$. For in-plane $S$, which is what a vector vertex allows, the leading part of the right-hand side is $2\pi\tau W\sum_s\nu_s\langle P_sSP_s\rangle$, with the angular average taken on each circle. This multiplies $S$ by $\frac{\pi}{2m}\sum_s\nu_s\alpha^2k_s^2/\lambda_s^2$. Since $\alpha^2k_s^2<\lambda_s^2$ and $\sum_s\nu_s=m/\pi$, the factor is below $\frac12$, so $S=0$.

The Hall conductivity follows at once:

$$\frac1{2\pi}\int\mathrm{tr}\left[v_xG^R\frac{k_y}{m}G^A\right]=\frac{i\tau}{2\pi m}\int k_y\,\mathrm{tr}\left[v_x(G^R-G^A)\right]=0 .$$

The term $k_x/m$ of $v_x$ gives $k_xk_y$. The term $-\alpha\sigma_y$ picks $h_y\propto k_x$, which again multiplies $k_y$. Separating the bare bubble shows how the cancellation comes about. The vertex correction $-\alpha\sigma_x$ is minus the anomalous part of $v_y$, so it gives minus the bare result:

$$\sigma_{\rm vertex}=\frac1{2\pi}\int\mathrm{tr}\left[v_xG^R(-\alpha\sigma_x)G^A\right]=-\sigma_{\rm int}.$$

In the language of spins, electrons scattered into other momentum states bring their own polarization with them, and the $\sigma_y$ density tilted up by the field disappears from the steady state.

One point needs care. The longitudinal conductivity grows as $1/W$, so a correction of order $W$ in the vertex might leave a finite trace in $\sigma_{xy}$. Let $\Gamma_y=k_y/m+S$, and let $r$ be the error made above in setting $\alpha\sigma_x+W\int G^R(k_y/m)G^A$ to zero. Then $S-W\int G^RSG^A=r$. By the identity used above, now for the $x$ direction, $W\int G^A(k_x/m)G^R=\alpha\sigma_y$ up to relative order $W$. The extra Hall conductivity is then

$$\frac1{2\pi W}\mathrm{tr}\left[\alpha\sigma_y\left(S-W\!\int G^RSG^A\right)\right]=\frac{\alpha\,r_y}{\pi W},$$

apart from terms of order $W$. It is negligible if $S$ is of order $W$ and $r_y$ is of order $W^2$.

As long as the self-energy is a number, $r$ comes from $\int k_y(G^R-G^A)$ and points along $\sigma_x$, so $r_y=0$. Broadening of the circles makes $r_x$ of order $W$. It also produces an imaginary $\sigma_z$ self-energy of order $W^2$. If $\Sigma^R-\Sigma^A=-i/\tau-i\kappa\sigma_z$, the identity for $G^RG^A$ acquires the term $-\kappa\tau\,G^R\sigma_zG^A$, where $\kappa\tau$ is of order $W$. The part of $k_yG^R\sigma_zG^A$ along $\sigma_y$ contains $a-a^*=2i\gamma$, and $\int\gamma/|\Delta|^2$ is finite, so $r_y$ is of order $W\times W$. The same estimate covers the direct effect of this term on the bubble. In the sea term the energy contour can be taken straight up from $E_F$ and the $k^2$ contour turned away from the poles. All Green functions are then bounded, and each impurity line costs a factor $W$. The ladder result is thus zero at order $W^0$.

The same vertex gives the leading longitudinal conductivity. The bubble is $(\tau/m)\sum_s\nu_s(k_s/2)(dE_s/dk)$, and $\nu_s=k_s/(2\pi\,dE_s/dk)$, so

$$\sigma_{xx}=\frac{\tau}{m}\,\frac{k_+^2+k_-^2}{4\pi}=\frac{n\tau}{m},\qquad n=\frac{m(E_F+m\alpha^2)}{\pi}.$$

At this order the current responds as that of a gas without spin-orbit coupling at the same density and $\tau$.

The cancellation needs $E_F>M$. With one subband occupied, for $-M<E_F<M$, the remaining circle gives $\mathrm{Im}\,\Sigma_z/\mathrm{Im}\,\Sigma_0=-M/\lambda_-$, the identity fails, and the sea term is finite. I solved the self-energy and vertex equations numerically, with Gauss–Legendre integration over $k^2$, for $m=1$, $\alpha=0.5$, $M=0.4$ and $W=0.004$ in atomic units. The sea term was integrated along the vertical energy contour without vertex corrections. At $E_F=1$ the vertex part is $0.151\,e^2/h$ against an intrinsic $-0.152\,e^2/h$. At $E_F=0.1$, with the other parameters unchanged, the self-energy ratio is $-0.52$, and the ladder total is $-0.087\,e^2/h$ against an intrinsic $-0.241\,e^2/h$.

The second limit concerns crossed impurity lines. At second order in $W$ the crossed self-energy in real space is $W^2G(\mathbf r)G(-\mathbf r)G(\mathbf r)$. Placing a current vertex in each of its three Green functions in turn, with retarded functions before it and advanced ones after it, gives the crossed corrections to the bubble. Let $\mathcal J_i(\mathbf r)$ be the Fourier transform of $G^R\Gamma_iG^A$. Then

$$K_y(\mathbf r)=G^R(\mathbf r)G^R(-\mathbf r)\mathcal J_y(\mathbf r)+G^R(\mathbf r)\mathcal J_y(-\mathbf r)G^A(\mathbf r)+\mathcal J_y(\mathbf r)G^A(-\mathbf r)G^A(\mathbf r),$$

$$\sigma^{\rm cr}_{xy}=\frac{W^2}{2\pi}\int d^2r\,\mathrm{tr}\left[K_y(\mathbf r)\,\mathcal J_x(-\mathbf r)\right].$$

Since $\Gamma_i=k_i/m$, the identity gives $\mathcal J_i=(\tau/m)\,\partial_i(G^R-G^A)$. The two factors $\tau$ compensate $W^2$, because $W\tau=1/m$, so the result is of order $W^0$. Inserting the crossed self-energy itself into one line of the bubble adds nothing to $\sigma_{xy}$. Both vertices are numbers in spin space, and $k_xk_y$ then multiplies a rotationally invariant trace.

The propagators needed are explicit. Partial fractions in $k^2$ and the transform of $1/(k^2-k_s^2)$, which is $\frac i4H_0^{(1)}(k_sr)\equiv p_s(r)$, give

$$G^R(\mathbf r)=g_0+Mg\,\sigma_z-i\alpha(\partial_yg\,\sigma_x-\partial_xg\,\sigma_y),$$

$$g=\frac mD(p_--p_+),\qquad g_0=-\frac mD(\lambda_-p_-+\lambda_+p_+).$$

The advanced function has the complex conjugates of $g$ and $g_0$. The antisymmetric part of the integrand does not depend on the direction of $\mathbf r$, so a radial integral remains. I evaluated it by Gauss–Legendre quadrature, with the tail extrapolated in the inverse cutoff radius. Broadening enters by giving the energy in $D$, $\lambda_s$ and $k_s$ an imaginary part $\gamma$. For $m$, $\alpha$ and $M$ as in the atomic-unit case above, with $E_F=1$ and $\gamma=0.08$ (that is, $W=0.16$, much stronger disorder than the $W=0.004$ used before), the crossed diagrams give $0.022\,e^2/h$, which is 14% of the magnitude of the clean $\sigma_{\rm int}$. The vanishing of the ladder sum is therefore no proof that the Hall effect vanishes. Diagrams with three or more mutually crossed lines are not evaluated here.

For an example in laboratory units I take an illustrative parameter set, with mass, Rashba coupling and density of the kind met in an InAs quantum well and an assumed exchange energy, all of them rough: mass $0.04\,m_e$, $\alpha=10$ meV nm, $M=5$ meV, $E_F=60$ meV, mobility $20\,000$ cm²/Vs and temperature 4 K. The density is $n=1.0\times10^{12}$ cm⁻². The scattering time, mobility times mass over charge, is 0.455 ps, so $\gamma=\hbar/2\tau=0.72$ meV. The formulas for the circles give $\lambda_+=5.542$ meV and $\lambda_-=5.647$ meV. Half their difference is $m\alpha^2=0.0525$ meV, and

$$\sigma_{\rm int}=-\frac{0.0525\times5}{5.542\times5.647}\,\frac{e^2}{h}=-0.0084\,\frac{e^2}{h}=-0.32\ \mu\mathrm S,$$

beside $\sigma_{xx}=83\,e^2/h$. In the weak-disorder limit the vertex part is $+0.0084\,e^2/h$. At the stated mobility the numerical ladder solution gives $+0.0082\,e^2/h$. The bare bubble has shrunk equally, and the total is below $10^{-6}\,e^2/h$ in magnitude. The crossed diagrams add $1.8\times10^{-5}\,e^2/h$, with or without the broadening, which is 0.2% of $|\sigma_{\rm int}|$. Their share is far smaller than in the atomic-unit case. I have not derived how it scales with the parameters.

At a fixed exchange energy, temperature matters little. The response is linear in the occupation function, so the Hall conductivity at finite temperature is an average of the zero-temperature one over energies near $E_F$. The edge at $M$ lies 160 $k_BT$ below.

A real well differs from the model in several ways. An exchange energy of 5 meV on conduction electrons presupposes well-aligned magnetic ions, hence low temperature and in practice often an applied field, whose ordinary Hall effect is not included. That effect is not small: in a weak field $B$ its conductivity has magnitude $\sigma_{xx}$ times mobility times $B$, which equals $|\sigma_{\rm int}|$ already at about 0.05 mT. The numbers here therefore describe the anomalous part alone, which a measurement would have to separate from a much larger ordinary one. In InAs the usual magnetic dopant, Mn, is an acceptor. An exchange of this size would need it at roughly the percent level, which makes the layer p-type or heavily compensated, so this exchange together with this electron mobility should not be expected from Mn doping of the well itself. The band is not parabolic either. To size this I replaced $k^2/2m$ by the energy $\varepsilon$ that solves $\varepsilon(1+\varepsilon/E_g)=k^2/2m$, with a rough gap $E_g=400$ meV, holding $E_F$, $\alpha$, $M$, $W$ and the band-edge mass fixed. The value $0.04\,m_e$ is closer to the mass at the Fermi level of such a well than to the bulk band-edge mass of InAs, about $0.025\,m_e$, so this estimate shows the sensitivity to nonparabolicity and is not a prediction for InAs. The velocity is then no longer $k$ divided by one constant mass, and the relations between the two circles are lost. The intrinsic value becomes $-0.0106\,e^2/h$ and the ladder total $+0.0004\,e^2/h$. The remainder is 4% of the intrinsic magnitude and has the opposite sign. The crossed diagrams were evaluated only for the parabolic band, and their value need not carry over to this one. Charged donors also scatter mainly through small angles, which breaks the assumption of delta-correlated disorder. The effect can be large. If the correlations of $V$ fall off as $e^{-r^2/2\xi^2}$ with $\xi=5$ nm, the ladder total for the parabolic well is about $+0.06\,e^2/h$, several times $|\sigma_{\rm int}|$ and of opposite sign. This smooth potential is only a stand-in for that of real donors, which I have not computed. Real impurities are not Gaussian either, and the skew scattering that follows from a third moment of the disorder is left out.

Another serious limit concerns spin. Magnetic ions scatter the two spin directions differently, whereas $V$ in the model does not act on spin. The cancellation is sensitive to this. If all impurity potentials carry the same factor, either $1+0.1\,\sigma_z$ or $1-0.1\,\sigma_z$, the ladder total for the parabolic well with short-ranged disorder is no longer zero but about $+0.05\,e^2/h$, again several times $|\sigma_{\rm int}|$ and of opposite sign. If the two factors occur at random in equal numbers, the total stays below $10^{-5}\,e^2/h$ in magnitude.

For this well, then, the clean band integral should not be reported as the Hall conductivity. Short-ranged scattering that does not act on spin removes nearly all of it. What a real well shows instead depends on the nonparabolicity of the band and on the form of the disorder, including its range and whether the impurities scatter the two spin directions differently. In a metallic film with several bands at the Fermi level, the relations between the two circles have no reason to hold, and the vertex correction must be computed for the actual bands and scatterers.
